# Weak localisation in two dimensions from the coherent return probability

In a two-dimensional conductor with weak static disorder, interference between closed paths and their reverses lowers the conductivity by an amount that grows with the logarithm of the phase-coherence time $\tau_\phi$:

$$\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\left[\ln\frac{\tau_\phi}{\tau}+c\right]. \tag{1}$$

Here $\tau$ is the elastic scattering time and both spins are included. The number $c$ does not depend on $\tau_\phi$ when $\tau_\phi\gg\tau$; it depends on short paths and is not determined here. The result holds to leading order in $1/k_Fl$, for one parabolic band with one valley, no spin-orbit coupling, no magnetic field, and a sample larger than $L_\phi=\sqrt{D\tau_\phi}$. The mean free path is $l=v_F\tau$ and the diffusion constant is $D=v_F^2\tau/2$. Interactions enter through $\tau_\phi$ alone; their separate correction to $\sigma$ is sized at the end.

## Disorder and the classical conductivity

Let the random potential obey $\langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r')$. With $\nu=m/2\pi\hbar^2$ the density of states per spin, the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\nu\gamma,\qquad G^{R,A}_{\mathbf k}=\frac{1}{E_F-\varepsilon_k\pm i\hbar/2\tau}. \tag{2}$$

The Kubo formula at zero temperature, for two spins and area $\Omega$, is

$$\sigma=\frac{2e^2\hbar}{\pi\Omega}\sum_{\mathbf k\mathbf k'}v_xv'_x\langle \mathrm{Im}G_{\mathbf k\mathbf k'}\,\mathrm{Im}G_{\mathbf k'\mathbf k}\rangle. \tag{3}$$

Isotropic scattering leaves no memory of direction, so the classical part comes from $\mathbf k'=\mathbf k$ with averaged Green functions. Write $a=\hbar/2\tau$. Then $\mathrm{Im}G^R_{\mathbf k}=-a|G_{\mathbf k}|^2$, and $\int d\varepsilon\,|G|^4=\pi/2a^3$, so that

$$\sigma_0=\frac{2e^2\hbar}{\pi}\,\nu\,\frac{v_F^2}{2}\,a^2\frac{\pi}{2a^3}=2e^2\nu D=\frac{ne^2\tau}{m}=\frac{e^2}{2\pi\hbar}k_Fl. \tag{4}$$

The last two forms use $n=k_F^2/2\pi$.

For the interference part, insert $\mathrm{Im}G=(G^R-G^A)/2i$. The two mixed products carry the factor $+1/4$ each, and together they give

$$\sigma_{RA}=\frac{e^2\hbar}{\pi\Omega}\sum_{\mathbf k\mathbf k'}v_xv'_x\langle G^R_{\mathbf k\mathbf k'}G^A_{\mathbf k'\mathbf k}\rangle. \tag{5}$$

Products of two retarded or two advanced functions have phases that add instead of cancelling along a path, so they build up no long-range contribution.

## A path and its reverse

A wave that enters with $\mathbf k$, scatters at $\mathbf r_1,\dots,\mathbf r_n$ and leaves with $\mathbf k'$ has an amplitude proportional to

$$A=e^{i\mathbf k\cdot\mathbf r_1}\Big[\prod_{j=1}^{n-1}G(\mathbf r_{j+1}-\mathbf r_j)\Big]e^{-i\mathbf k'\cdot\mathbf r_n}.$$

The reversed sequence has the same bracket, because time reversal makes $G(\mathbf r)=G(-\mathbf r)$. Only the end phases differ, and the cross term is

$$A\bar A^*=\prod_j|G(\mathbf r_{j+1}-\mathbf r_j)|^2\;e^{i(\mathbf k+\mathbf k')\cdot(\mathbf r_1-\mathbf r_n)}. \tag{6}$$

At $\mathbf k'=-\mathbf k$ it equals the classical term $|A|^2$, so the probability of scattering straight back through two or more scatterers is doubled. A single scattering has no distinct reverse and is not enhanced.

This was tested with the exact evolution of plane waves on a $20\times20$ lattice with periodic boundaries and random site energies spread over four hopping energies. The population at $-\mathbf k$, divided by that of other states of equal energy, was 2.08. With random phases on the bonds, which break time reversal, it was 0.973. Both ratios carry sampling noise of a few hundredths, so they agree with 2 and 1.

Averaging gives one factor $\gamma$ per scatterer. With $\mathbf q=\mathbf k+\mathbf k'$,

$$\langle G^RG^A\rangle_{\rm int}=\frac{|G_{\mathbf k}|^2|G_{\mathbf k'}|^2}{\Omega}\,\Gamma(q),\qquad \Gamma=\gamma\sum_{n\ge2}P^{\,n-1},\qquad P(q)=\gamma\!\int\! d^2r\,|G(r)|^2e^{-i\mathbf q\cdot\mathbf r}. \tag{7}$$

The sum starts at $n=2$ because a single scatterer has no distinct reverse.

## One flight of the pair

In real space $G^R(r)=-(im/2\hbar^2)H_0^{(1)}(\kappa r)$, where $\hbar^2\kappa^2/2m=E_F+i\hbar/2\tau$ gives $\kappa\simeq k_F+i/2l$. Beyond a wavelength $|H_0^{(1)}|^2\simeq(2/\pi k_Fr)e^{-r/l}$. Equation (2) gives $\gamma=\hbar^3/m\tau$, hence

$$\gamma|G(r)|^2=\frac{\hbar^3}{m\tau}\,\frac{m^2}{4\hbar^4}\,\frac{2}{\pi k_Fr}\,e^{-r/l}=\frac{e^{-r/l}}{2\pi lr}. \tag{8}$$

This is the probability density for the end point of a classical free flight. Loss of phase coherence multiplies the interference term by $e^{-t/\tau_\phi}$, where $t=r/v_F$ for one flight. That replaces $1/l$ in the exponent by $(1+\tau/\tau_\phi)/l$. Since $\int_0^\infty J_0(qr)e^{-br}dr=(b^2+q^2)^{-1/2}$,

$$P(q)=\frac{1}{\sqrt{(1+\tau/\tau_\phi)^2+q^2l^2}}. \tag{9}$$

For small $q$ and long $\tau_\phi$, using $l^2=2D\tau$,

$$1-P\simeq\tau\left(Dq^2+\frac1{\tau_\phi}\right),\qquad \Gamma=\frac{\gamma P}{1-P}\simeq\frac{\gamma}{\tau}\,\frac{1}{Dq^2+1/\tau_\phi}. \tag{10}$$

The pair therefore diffuses as a classical particle does, with $1/\tau_\phi$ as a loss rate.

## The outer lines close the loop

Insert (7) into (5). The important $q$ are far below $k_F$, so $\mathbf v'\simeq-\mathbf v$ and the velocity product averages to $-v_F^2/2$. This is the origin of the minus sign in (1). The energy integral is the overlap of two Lorentzians displaced by $s=\hbar v_Fq\cos\varphi$, where $\varphi$ is the angle between $\mathbf k$ and $\mathbf q$:

$$\int d\varepsilon\,|G_{\mathbf k}|^2|G_{\mathbf q-\mathbf k}|^2=\frac{2\pi/a}{s^2+4a^2}=\frac{4\pi\tau^3}{\hbar^3}\,\frac{1}{1+q^2l^2\cos^2\varphi}. \tag{11}$$

The angular average of the last factor is $(1+q^2l^2)^{-1/2}$, which is $P(q)$ without dephasing. The outer lines thus supply the flight from $\mathbf r_n$ back to $\mathbf r_1$. Giving this flight its own factor $e^{-t/\tau_\phi}$ changes it by a relative amount of order $\tau/\tau_\phi$ and makes it equal to (9). Then

$$\delta\sigma=-\frac{e^2\hbar}{\pi}\,\nu\frac{v_F^2}{2}\,\frac{4\pi\tau^3}{\hbar^3}\,\gamma\sum_{n\ge2}\int\!\frac{d^2q}{(2\pi)^2}P^n .$$

With $v_F^2/2=D/\tau$ and $\gamma=\hbar/2\pi\nu\tau$, the constants after $e^2\hbar/\pi$ combine to $2D\tau/\hbar^2$, so

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\;\tau\sum_{n\ge2}\int\!\frac{d^2q}{(2\pi)^2}P^n. \tag{12}$$

The integral of $P^n$ is the probability per area that the $n$th flight ends at the starting point. Collisions occur at the rate $1/\tau$ times the particle density. Multiplication by $\tau$ therefore turns this into the time-integrated density at the origin after $n-1$ intermediate collisions. Calling that density $C_{n-1}(t)$, we have

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int_0^\infty dt\,e^{-t/\tau_\phi}\sum_{j\ge1}C_j(t). \tag{13}$$

The correction is the classical return density, summed over the time for which the pair stays coherent.

## The return density

The densities $C_j$ follow from (9) with $1/\tau_\phi$ read as a Laplace variable $s$. For $j\ge2$ set $u=\sqrt{(1+s\tau)^2+q^2l^2}$, so that $q\,dq=u\,du/l^2$ and

$$\int_0^\infty C_j\,e^{-st}dt=\frac{\tau}{2\pi l^2}\int_{1+s\tau}^\infty\frac{du}{u^{j}}=\frac{1}{4\pi D}\,\frac{(1+s\tau)^{-(j-1)}}{j-1}.$$

The inverse transform of $(1+s\tau)^{-(j-1)}$ is $t^{j-2}e^{-t/\tau}/[\tau^{j-1}(j-2)!]$. Hence

$$C_j(t)=\frac{e^{-t/\tau}}{4\pi Dt}\,\frac{(t/\tau)^{j-1}}{(j-1)!}. \tag{14}$$

The case $j=1$ is a straight flight out and back, with the collision at distance $r=v_Ft/2$. A particle still in flight has density $e^{-r'/l}\delta(r'-v_Ft')/2\pi r'$, so

$$C_1=\int2\pi r\,dr\,\frac{e^{-r/l}}{2\pi lr}\,\frac{e^{-r/l}}{2\pi r}\,\delta(2r-v_Ft)=\frac{e^{-t/\tau}}{2\pi lv_Ft}=\frac{e^{-t/\tau}}{4\pi Dt},$$

which is (14) at $j=1$. The sum over all $j$ is $1/4\pi Dt$. In two dimensions, isotropic random flights thus have the diffusive return density even at times shorter than $\tau$. The part with at least two intermediate collisions is

$$C(t)=\sum_{j\ge2}C_j=\frac{1-e^{-t/\tau}}{4\pi Dt}. \tag{15}$$

In a simulation of 400,000 random walkers, the density near the origin times $4\pi Dt$ was 0.991 at $t=2\tau$ and 0.982 at $t=20\tau$. At $t=2\tau$ the part with two or more collisions gave 0.857, against 0.865 from (15).

## The logarithm

The term $C_1$ needs separate treatment. Its time integral diverges at short times, where (8) fails below a wavelength, and it must be cut off at $t_0\sim1/k_Fv_F$. The result is about $\ln(\tau/t_0)$ and changes with $\tau_\phi$ by terms of order $\tau/\tau_\phi$. This $\ln(\tau/t_0)$ does not survive: it is cancelled by a two-scatterer process without backscattering, as shown after (21). What remains belongs to $c$, together with other two-scatterer processes that are not evaluated here.

For (15), write $(1-e^{-t/\tau})/t=\int_0^{1/\tau}e^{-xt}dx$ and integrate over $t$ first:

$$\int_0^\infty\!dt\,\frac{1-e^{-t/\tau}}{t}\,e^{-t/\tau_\phi}=\int_0^{1/\tau}\frac{dx}{x+1/\tau_\phi}=\ln\left(1+\frac{\tau_\phi}{\tau}\right). \tag{16}$$

Equation (13) then gives

$$\delta\sigma_{\rm loops}=-\frac{2e^2D}{\pi\hbar}\,\frac{1}{4\pi D}\ln\left(1+\frac{\tau_\phi}{\tau}\right)=-\frac{e^2}{2\pi^2\hbar}\ln\left(1+\frac{\tau_\phi}{\tau}\right). \tag{17}$$

The diffusion constant cancels: faster diffusion makes each return less likely but gives each return more weight in the conductivity. For $\tau_\phi\gg\tau$ this is the logarithm in (1). For $\tau_\phi\ll\tau$ equation (1) no longer applies. If every flight of a loop, including the last, is still given the factor $e^{-t/\tau_\phi}$, the loop term falls to $\tau_\phi/\tau$ in the same units, since only the few loops that close within about $\tau_\phi$ stay coherent.

If $1/4\pi Dt$ is instead cut off sharply at $t=\tau$, the integral is $E_1(\tau/\tau_\phi)\simeq\ln(\tau_\phi/\tau)-0.577$. The logarithm is unchanged and the constant moves.

A second case is a coherent sample of size $L<L_\phi$ with open contacts. Paths escape after a time of order $L^2/D$, which takes the place of $\tau_\phi$. To logarithmic accuracy

$$\delta\sigma\simeq-\frac{e^2}{2\pi^2\hbar}\ln\frac{L^2}{D\tau}\simeq-\frac{e^2}{\pi^2\hbar}\ln\frac Ll. \tag{18}$$

## A process without backscattering

At the same order in $1/k_Fl$, one extra impurity line can connect the two outer parts of the retarded path. The retarded momentum then runs through $\mathbf k,\ \mathbf q-\mathbf k',\ \mathbf q-\mathbf k,\ \mathbf k'$, and the directions of $\mathbf k$ and $\mathbf k'$ are no longer tied together. Each end contributes

$$J=\int\!\frac{d^2k}{(2\pi)^2}\,(\mathbf v\cdot\hat{\mathbf q})\,|G_{\mathbf k}|^2G^R_{\mathbf q-\mathbf k}. \tag{19}$$

Let $\xi=\varepsilon_k-E_F$ and $Q=ql$. The energy integral, closed around the pole at $\xi=-ia$, is

$$\int\frac{d\xi}{(\xi^2+a^2)(s-\xi+ia)}=\frac{\pi/a}{s+2ia}=\frac{2\pi\tau^2}{\hbar^2}\,\frac{1}{Q\cos\varphi+i}.$$

After multiplication by $\cos\varphi$ and averaging over angle, the imaginary part vanishes by symmetry. With $P_0=(1+Q^2)^{-1/2}$,

$$J=\nu v_F\,\frac{2\pi\tau^2}{\hbar^2}\,\frac{1-P_0}{Q}, \tag{20}$$

which is proportional to $q$ at small $q$. Two such factors cancel the pole of $\Gamma$, so no logarithm survives. The $x$ components give a factor $1/2$, and the mirror process on the advanced path gives a factor 2. Using $\gamma\nu=\hbar/2\pi\tau$ and letting $\tau_\phi\to\infty$,

$$\delta\sigma'=\frac{e^2\hbar}{\pi}\int\!\frac{d^2q}{(2\pi)^2}\,\gamma J^2\Gamma=\frac{e^2}{2\pi^2\hbar}\int_0^\infty\!\frac{dQ}{Q}P_0(1-P_0)=\frac{e^2}{2\pi^2\hbar}\ln2. \tag{21}$$

The last step sets $u=\sqrt{1+Q^2}$, which turns the integral into $\int_1^\infty du/[u(u+1)]$.

The same process with a single line in place of the ladder, $\Gamma\to\gamma$, involves two scatterers and gives $\int dQ\,(1-P_0)^2/Q=\int du\,(u-1)/[u(u+1)]$ in units of $e^2/2\pi^2\hbar$. The $C_1$ term is $-\int Q\,dQ\,P_0^2=-\int du/u$. Each diverges logarithmically at large $Q$, but their sum is $-\int_1^\infty 2\,du/[u(u+1)]=-2\ln2$, so no $\ln k_Fl$ is left from this pair.

The momentum integrals were also computed numerically from the Green functions at $k_Fl=100$, without small-$q$ forms and with $q$ limited to $ql<3$. Between $\tau_\phi/\tau=10^3$ and $10^4$, the slope against $\ln\tau_\phi$, in units of $e^2/2\pi^2\hbar$, was $-0.998$ for the backscattering term and $0.001$ for the dressed term.

## A thin ZnO channel at low temperature

ZnO has a single conduction valley at $\Gamma$ and weak spin-orbit coupling. Take round, only roughly typical values: density $5\times10^{12}$ cm$^{-2}$, mobility 1000 cm$^2$/Vs, mass $0.30\,m_e$, thickness 5 nm, and $\tau_\phi=30$ ps at 1 K. Then

$$\tau=\frac{\mu m}{e}=0.171\ \text{ps},\qquad k_Fl=20.7,\qquad D=39.9\ \text{cm}^2/\text{s},\qquad L_\phi=346\ \text{nm}.$$

The ratio $\tau_\phi/\tau=176$ has logarithm 5.17, and the unit $e^2/2\pi^2\hbar$ is 12.33 µS. The logarithmic part of the correction is

$$\delta\sigma=-12.33\times5.17\ \text{µS}=-63.8\ \text{µS},$$

or 8.0% of the Drude value of 801 µS. The sheet resistance rises by 108 Ω from 1248 Ω. This absolute size is uncertain by the unknown $c$. The term (21) would return 8.55 µS, and the pair of two-scatterer terms evaluated after (21) would remove about 17 µS. Other short-path terms are not evaluated, so an uncertainty of order ten to twenty µS remains.

A temperature difference is free of $c$. If $\tau_\phi\propto T^{-p}$, with density and $\tau$ held fixed, (1) gives

$$\delta\sigma(T_2)-\delta\sigma(T_1)=p\,\frac{e^2}{2\pi^2\hbar}\ln\frac{T_2}{T_1}. \tag{22}$$

For an assumed $p=1$, warming from 1 K to 4 K changes the interference part by $+12.33\ln4=17.1$ µS according to (22). At 4 K $\tau_\phi/\tau$ is only 44, and terms of order $(\tau/\tau_\phi)\ln(\tau_\phi/\tau)$ lower this by a few per cent, to between 16 and 17 µS. The interaction correction estimated below can change by a comparable amount, so this is not the whole change in conductivity.

Perturbation theory needs $|\delta\sigma|\ll\sigma_0$. By (4) the two become equal at $\ln(\tau_\phi/\tau)=\pi k_Fl=65$, far from the present 5.17. With $k_Fl$ near 1 the expansion fails from the start.

A large neglected effect is the electron-electron interaction correction. Its usual size estimate, $(e^2/2\pi^2\hbar)\ln(\hbar/k_BT\tau)$, gives 46.9 µS at 1 K, comparable with the result itself. Screening and spin multiply this estimate by a factor that depends on the exchange interaction and is not computed here. It can be well below one at this density, and it can vanish or change sign when exchange is stronger. A measured logarithm in temperature therefore cannot be assigned to (1) alone. A perpendicular field helps to separate the two, because it gives a path and its reverse opposite phases. At $B=\hbar/4eD\tau_\phi=1.37$ mT the two directions around a loop of area $D\tau_\phi$ differ in phase by half a radian, so a clear change in conductivity needs several times this field.

Spin-orbit coupling is a smaller concern here. A rough Rashba coefficient $\alpha=0.1$ meV nm makes spins precess at $\omega=2\alpha k_F/\hbar$, and random turns of angle $\omega\tau$ relax an in-plane spin in about $2/\omega^2\tau\approx400$ ps and a perpendicular spin in half that time. Both times exceed $\tau_\phi$, but on cooling far below 1 K $\tau_\phi$ could pass them, and (1) would then fail gradually as $\tau_\phi$ grows well beyond them. The second subband lies about 150 meV above the first in a hard-wall estimate, against $E_F=39.9$ meV, and $k_BT/E_F$ is 0.002.

Charged impurities set back from the channel break the assumption of short-range scatterers, since they scatter mainly through small angles. The long-time return density is still $1/4\pi Dt$ with the true $D$, so the short-loop constant is what changes in this description. The assumed $1/T$ law would bring $\tau_\phi$ down to $\tau$ at 176 K, but this is only an extrapolation: the diffusive regime $k_BT<\hbar/\tau$, for which the law is meant, ends near 45 K. Phonons add further dephasing on warming, so the logarithm describes cryogenic operation and not a room-temperature device. The numerical output follows.

## Computed results

```
TESTS
population ratio at -k, time reversal kept: 2.08
population ratio at -k, time reversal broken: 0.973
k_F l in Green-function tests: 100
largest relative error of pair step: 0.0069
log slope / (e^2/2pi^2hbar), plain term: -0.9977
log slope / (e^2/2pi^2hbar), dressed term: 0.001
dressed term, ql<3, numeric: 0.4182
dressed term, ql<3, formula: 0.4184
dressed term, all q: 0.6931
return density x 4piDt, t=2 tau, all: 0.991
same, two or more collisions: 0.857
formula 1-exp(-2): 0.865
return density x 4piDt, t=20 tau, all: 0.982
EXAMPLE: INPUTS
density: 5e+12 cm^-2
mobility: 1000 cm2/Vs
effective mass: 0.3 m_e
channel thickness: 5 nm
tau_phi at 1 K: 30 ps
Rashba coefficient (rough): 0.1 meV nm
EXAMPLE: RESULTS
elastic time tau: 0.1706 ps
Fermi wave number: 0.5605 nm^-1
Fermi velocity: 2.163e+05 m/s
Fermi energy: 39.9 meV
mean free path: 36.89 nm
k_F l: 20.68
diffusion constant: 39.9 cm2/s
coherence length: 346 nm
Drude sheet conductivity: 801.1 uS
Drude sheet resistance: 1248 ohm/sq
e^2/(2 pi^2 hbar): 12.33 uS
tau_phi/tau at 1 K: 175.9
ln(tau_phi/tau) at 1 K: 5.17
ln(1+tau_phi/tau) at 1 K: 5.175
E1(tau/tau_phi) at 1 K: 4.598
correction at 1 K: -63.75 uS
correction / Drude at 1 K: -7.96 %
sheet resistance change at 1 K: 107.9 ohm/sq
tau_phi at 4 K: 7.5 ps
correction at 4 K: -46.66 uS
conductivity gain 1 K to 4 K: 17.1 uS
EXAMPLE: NEGLECTED EFFECTS
interaction correction, size at 1 K: 46.9 uS
spin relaxation time: 4e+02 ps
field scale hbar/(4 e D tau_phi): 1.37 mT
k_B T / E_F at 1 K: 0.0022
second subband above first: 150 meV
ln 2 in conductivity: 8.55 uS
ln(tau_phi/tau) where correction = Drude: 65
T where 1/T law gives tau_phi = tau: 176 K
```
